Mode Grüneisen parameters and the low-temperature contraction of silicon

A purely harmonic crystal, whose frequencies do not depend on volume, has no thermal expansion. If one repairs this by saying that a vibrating bond lengthens because it resists compression more than stretching, every solid should expand on warming. Silicon contradicts this: between roughly 20 K and 120 K it contracts. What is missing is a rule that lets different vibrations push the volume in different directions and tells how strongly each one counts at a given temperature.

**1. Assumptions and theorem**

Consider a cubic insulating crystal at zero pressure, in its quasi-harmonic approximation. Its vibrations are independent oscillators with positive frequencies ω_i(V), which depend on volume V but not explicitly on temperature T. The Helmholtz free energy is

F(V,T) = E(V) + Σ_i f_i,

f_i = ħω_i/2 + k_B T ln(1 − e^(−y_i)), y_i = ħω_i/(k_B T).

Here E is the energy of the atoms at rest. The three uniform translations are left out of the sum. Define

γ_i = −d ln ω_i/d ln V,

B_T = −V(∂P/∂V)_T,

β = (1/V)(∂V/∂T)_P.

A positive γ_i means that expansion lowers the frequency. The crystal is assumed stable, so B_T > 0.

**Theorem.** With c_i the heat capacity of oscillator i at fixed volume,

β = [1/(V B_T)] Σ_i γ_i c_i.

V is the volume containing the summed modes. For one primitive cell, the sum runs over branches and is averaged over wavevectors q. The linear expansion coefficient of a cubic crystal is β/3.

**Lemma 1.** One oscillator obeys ∂s/∂ln V = γc at fixed T, where s is its entropy.

Proof. Since dy/dT = −y/T at fixed volume, s = −∂f/∂T gives

s = k_B[y/(e^y − 1) − ln(1 − e^(−y))].

The entropy depends on V and T only through y. Its derivative is

ds/dy = k_B[1/(e^y − 1) − y e^y/(e^y − 1)² − 1/(e^y − 1)]
= −k_B y e^y/(e^y − 1)².

The heat capacity follows from the same derivative:

c = T ∂s/∂T = −y ds/dy
= k_B y² e^y/(e^y − 1)²
= k_B (y/2)²/sinh²(y/2).

At fixed T, y is proportional to ω, so dy/d ln V = −γy. Therefore

∂s/∂ln V = (ds/dy)(−γy) = γc. ∎

**Proof of the theorem.** The pressure P = −(∂F/∂V)_T stays zero as the crystal warms. Differentiating along this path,

0 = (∂P/∂T)_V + (∂P/∂V)_T dV/dT.

The last term is −(B_T/V)(Vβ) = −B_T β. Hence

B_T β = (∂P/∂T)_V = −∂²F/∂T∂V = (∂S/∂V)_T.

Lemma 1 gives (∂S/∂V)_T = (1/V)Σγ_i c_i. Division by B_T completes the proof. ∎

**Remark: two temperature limits.** When k_B T is much larger than every ħω_i, each c_i tends to k_B and β tends to k_B Σγ_i/(V B_T), apart from the slow change of V, B_T and γ_i with temperature. All modes then have equal weight.

Near zero temperature only long sound waves are excited. For a wave of speed v, ω = vq, and the number of modes between q and q + dq is proportional to q² dq. Substituting q = k_B T y/(ħv) shows that its heat capacity is proportional to T³/v³. Thus β is proportional to T³, unless the average of γ over directions and sound branches, weighted by 1/v³, happens to vanish. Slow waves count most.

A negative γ_i is necessary for contraction, but not sufficient: the weighted sum must be negative.

**2. Why sideways motion can have negative γ**

Take the diamond structure, with lattice constant a, nearest-neighbour bond energy φ(r), and an energy for every angle θ between two bonds at the same atom:

½K(cos θ + 1/3)².

In the perfect structure cos θ = −1/3 at every volume. Under uniform expansion K varies as r^(−p); when the two bonds differ in length, K = K0[r0²/(r₁r₂)]^(p/2). The static bond length r0 satisfies φ′(r0) = 0, and k = φ″(r0).

**Lemma 2.** Let n be the unit vector along a bond and d the relative displacement of its ends. To second order, the bond energy changes by

φ′ n·d + ½φ″(n·d)² + (φ′/2r)[d² − (n·d)²].

Proof. The new length is

√(r² + 2r n·d + d²) = r + n·d + [d² − (n·d)²]/(2r) + …

Insert this into φ(r) + φ′δr + ½φ″(δr)² and keep second-order terms. ∎

The linear terms cancel in the crystal because the four bond directions at each atom add to zero. The last term acts like tension in a string: a stretched bond, with φ′ > 0, resists sideways motion.

**Lemma 3.** At every nonzero q in the Brillouin zone, exactly two independent displacement patterns leave all bond lengths unchanged to first order.

Proof. A cell has two atoms, A and B, hence six displacement amplitudes. Its four bond stretches are

n_j·(u_B e^(iq·δ_j) − u_A), j = 1,…,4,

where δ_j = r n_j. If these four expressions were linearly dependent with coefficients t_j, the terms in u_A and u_B would require

Σt_j n_j = 0 and Σt_j e^(iq·δ_j) n_j = 0.

The only linear relation among four tetrahedral directions has equal coefficients. The first condition makes all t_j equal, and the second then makes all four phases equal. Since the differences δ_i − δ_j generate the lattice, q would have to be a reciprocal-lattice vector, equivalent to zero. For other q the four constraints are independent, leaving 6 − 4 = 2 patterns. ∎

Bending and tension supply the restoring forces for these patterns. When both are weak compared with k, they become the two lowest branches, the transverse-acoustic (TA) branches. At a general q the actual modes may contain some bond stretching.

**Proposition.** At the zone-boundary point X, the TA modes satisfy

mω² = 32K/(3r²) + 4φ′/r,

where m is the atomic mass. At the static volume,

γ_TA(X) = (p + 2)/6 − 2k/(3mω²).

Proof. Choose q = (2π/a)(0,0,1). The bonds from A point along

n₁ = (1,1,1)/√3, n₂ = (1,−1,−1)/√3,
n₃ = (−1,1,−1)/√3, n₄ = (−1,−1,1)/√3.

All A atoms in a plane of constant z move together, as do all B atoms. Planes of the same kind a distance a/2 apart move oppositely. Let e = (1,1,0)/√2 and f = (1,−1,0)/√2. Reflections that reverse e or f separately leave the crystal and q unchanged, so motion along e does not mix with motion along f or z. From here on, u_A and u_B denote the actual displacements along e of the atoms at the two ends of an n₁ bond, so the phase factor written separately in Lemma 3 is now included in u_B. Inversion through the middle of an n₁ bond exchanges A and B, so the two e-polarized modes have u_A = u_B or u_A = −u_B.

Take u_A = u_B = u. The bonds n₁ and n₄ have d = 0. The other two lead to planes displaced by −u, so d = −2ue. Since e·n₂ = e·n₃ = 0, no bond stretches. This is the TA mode. A quarter-turn combined with reflection z → −z maps it into a partner polarized along f, with the same frequency.

The tension energy per cell comes from two bonds with d² = 4u²:

2(φ′/2r)(4u²) = 4φ′u²/r.

For the angles at A, a transverse displacement turns a bond direction by d/r. Hence

δcos θ_ij = (d_i·n_j + n_i·d_j)/r.

The angles between n₁ and n₄, and between n₂ and n₃, do not change. Each of the other four changes by magnitude 2u√(2/3)/r, because |e·n₁| = |e·n₄| = √(2/3). Their energy is

4 × ½K × 8u²/(3r²) = 16Ku²/(3r²).

Variations of K with bond length do not enter at this order, since they multiply the square of an angle deviation that is already first order. Atom B contributes the same amount. The potential energy per cell is therefore

[32K/(3r²) + 4φ′/r]u².

The kinetic energy of the two atoms is 2 × ½m(du/dt)² = m(du/dt)². The ratio of the two coefficients gives ω² and the first formula.

For the second, r is proportional to V^(1/3), so

γ = −[1/(6mω²)] d(mω²)/d ln r.

The bending term varies as r^(−p−2). For the tension term,

r d(4φ′/r)/dr = 4(φ″ − φ′/r) = 4k at r0.

There mω² is the bending term alone, so

γ = −(1/6)[−(p + 2) + 4k/(mω²)],

which is the stated result. ∎

**Remark: the competition of signs.** Expansion weakens bending and so contributes a positive γ. It also puts the bonds under tension, raises the sideways frequency and contributes a negative γ. Tension wins when

mω² < 4k/(p + 2).

The diamond structure alone does not ensure a negative sign; bending must be soft enough compared with stretching.

The same effect can be seen directly. If two neighbouring sites are held at fixed spacing while the atoms move sideways, Lemma 2 shows that their bond becomes longer by d²/(2r). The stretched bond pulls the sites together.

**3. A silicon-like crystal**

The following model uses m = 28.09 u, a = 5.43 Å, k = 160 N/m, K0 = 1.30 eV and p = 6. The bond energy is a Morse function,

φ(r) = D{[1 − e^(−α(r−r0))]² − 1}, D = k/(2α²),

with α = 1.30 Å⁻¹. The round values of k and K0 give roughly silicon's bulk modulus and zone-boundary TA frequency. Neither of these quantities depends on p or α at the static volume, so p and α are separate choices, and they control the size of the contraction. By the Proposition, γ_TA(X) would turn positive for p above about 14 with k and K0 unchanged. The model is not a first-principles calculation.

The bond length is r0 = √3a/4 = 2.351 Å, and the primitive-cell volume is V = a³/4 = 40.03 Å³. Uniform expansion changes only the four bond energies per cell. With dr/d ln V = r/3,

B V = 4k(r0/3)² = ka²/12, so B = k/(3a).

Thus B = 98.2 GPa and B V = 24.54 eV.

At X, the bending stiffness 32K0/(3r0²) is 40.19 N/m, which gives a frequency of 4.67 THz. The Grüneisen parameter is

γ_TA(X) = 8/6 − (2 × 160)/(3 × 40.19)
= 1.333 − 2.654 = −1.32.

For these values of k and p, γ would become positive if the stiffness exceeded 4k/(p + 2) = 80 N/m.

Bond stretching has the opposite tendency. The Morse function gives φ‴(r0) = −3αk, so a restoring force proportional to φ″ alone would have γ = αr0/2 = 1.53. Tension and bending alter this in actual modes. At X, the four higher modes have frequencies of 11.8 and 15.3 THz, each twofold, with γ = 1.22 and 1.44.

For the whole crystal, the 6 × 6 matrix of force constants was diagonalized on a uniform 16 × 16 × 16 mesh of wavevectors. If M e = λe with normalized e and λ = mω², first-order perturbation theory gives

γ = −[1/(2λ)] e†(dM/d ln V)e.

The matrix derivative was found by a central difference. In the table, "soft" means the two lowest branches and "rest" the other four. Frequencies, γ_i and B are taken at the static volume. Contributions to β are in 10⁻⁶ K⁻¹.

T (K): soft, rest, total
20: −0.26, 0.01, −0.25
40: −1.78, 0.07, −1.71
80: −4.57, 0.80, −3.77
150: −6.12, 4.69, −1.44
200: −6.47, 7.77, 1.30
300: −6.73, 11.91, 5.18
1000: −6.94, 17.02, 10.08

At 80 K, Σγc is −1.301k_B from the soft branches and +0.227k_B from the rest. With k_B = 8.617 × 10⁻⁵ eV/K,

β = (−1.301 + 0.227)(8.617 × 10⁻⁵)/24.54
= −3.77 × 10⁻⁶ K⁻¹.

The soft branches hold 86% of the heat capacity at 80 K but 41% at 300 K. Their contribution stays negative and nearly levels off on further warming. The sign changes because the stiffer modes, with their positive weighted sum, become excited.

The most negative volumetric coefficient is −3.80 × 10⁻⁶ K⁻¹, near 86 K; the linear coefficient there is −1.27 × 10⁻⁶ K⁻¹. In this static-volume estimate, the volume continues to shrink until β reaches zero near 176 K, and then grows.

To isolate the cause, set φ′ = 0 in the force matrix at every volume, keeping the static frequencies and all other volume dependences. At 80 K, β becomes +7.09 × 10⁻⁶ K⁻¹. In this model the contraction therefore depends on bond tension, not merely on the low frequency of the TA modes.

**4. Accuracy and limits**

The theorem requires V, B_T, γ_i and the frequencies that determine c_i at the actual equilibrium volume. The table replaces them by static values and so omits the changes that zero-point and thermal motion make in all of them. To measure the combined effect, F was minimized at temperatures 1 K above and below the chosen value, on a 6 × 6 × 6 mesh. The resulting β is −3.62 × 10⁻⁶ K⁻¹ at 80 K and 5.68 × 10⁻⁶ K⁻¹ at 300 K. On the same mesh the static estimates are −3.78 and 5.17 in the same unit. Relative to the minimized results, their magnitudes are about 4% too large and 9% too small.

These differences measure the static-volume approximation, not the error of the model for real silicon. In the static-volume estimate the model's contraction persists to about 176 K, whereas silicon's ends near roughly 120 K. It is also too deep: the linear coefficient reaches −1.27 × 10⁻⁶ K⁻¹ against about −0.5 × 10⁻⁶ K⁻¹ in silicon, and at 300 K it is 1.7 × 10⁻⁶ K⁻¹ against 2.6 × 10⁻⁶ K⁻¹. At 20 K the model still contracts, whereas silicon's expansion coefficient is close to zero there and weakly positive at lower temperatures. The low-temperature limit depends on the γ values of long sound waves, for which a nearest-neighbour model fitted roughly to a zone-boundary frequency is not a reliable guide. Its shear constants are less than half of silicon's, and its 1/v³-weighted γ is negative, about −1.1, so the model keeps contracting in the T³ limit.

The quasi-harmonic formula also needs correction when interactions between vibrations shift frequencies at fixed volume. Silicon shows such shifts: its zone-boundary TA modes soften on heating even where a negative γ and a growing volume would stiffen them. The model therefore shows how bond tension can produce contraction in this structure, not that it accounts for silicon quantitatively. In a metal or magnet, electronic or magnetic entropy can add to the vibrational part. The thermodynamic relation B_T β = (∂S/∂V)_T remains valid, but S must then contain every contribution. In a non-cubic crystal, expansion along different axes requires derivatives with respect to separate strains.
